# Huang–Rhys Factor of a Diatomic from the Vertical TDDFT Gradient

**Examination question.** Atomic units ($\hbar = m_e = 1$) are used unless another unit is written. A diatomic molecule of reduced mass $\mu$ has a ground-state curve $V_g(R)$ with its minimum at $R_0$. Set $q = R - R_0$, $V_g(R_0) = 0$ and $k = V_g''(R_0) = \mu\omega^2$. An excited singlet state has the curve $V_e(R) = V_g(R) + \Omega(R)$, with $E_v = \Omega(R_0)$ and vertical gradient $g = V_e'(R_0)$. Assume the Born–Oppenheimer separation, no rotation, absorption from the lowest vibrational level $|0_g\rangle$, and a transition dipole independent of $R$ (Condon approximation), so that line strengths are proportional to squared vibrational overlaps. The slowly varying photon-energy factor of the cross section is left out.

## (a) The gradient in the Tamm–Dancoff approximation

*In the Tamm–Dancoff approximation (TDA) to TDDFT, $AX = \Omega X$ with $X^TX = 1$ and, for singlets, real orbitals and exact-exchange fraction $c_x$,*
$$A_{ia,jb} = \delta_{ij}\delta_{ab}(\varepsilon_a - \varepsilon_i) + 2(ia|jb) + 2(ia|f_{xc}|jb) - c_x(ij|ab).$$
*Express $g$ through $X$ and $dA/dR$.*

**Answer.** Take $\Omega$ non-degenerate within its symmetry block, so that $X(R)$ is differentiable. The two components of a $\Pi$ state fall in different blocks of $D_{2h}$, and a stretch preserves the symmetry, so their mutual degeneracy does not violate this condition. Differentiating $\Omega = X^TAX$ and using that $A$ is symmetric,
$$\Omega' = X'^TAX + X^TA'X + X^TAX' = X^TA'X + \Omega\,(X'^TX + X^TX') = X^TA'X,$$
because the bracket is the derivative of $X^TX = 1$. The amplitudes need not be differentiated, but $A'$ is the total derivative: it contains the motion of the basis functions and the change of the orbital coefficients and energies with $R$. Since $V_g'(R_0) = 0$,
$$g = V_g'(R_0) + \Omega'(R_0) = X^TA'X\big|_{R_0}.$$

## (b) Displacement and reorganization energy

*Let $V_g = \tfrac12kq^2$ and let $\Omega$ be linear in $q$. Find the position $d$ of the excited minimum, the reorganization energy $\lambda = V_e(0) - V_e(d)$, and the vertical emission energy. State what the linearity assumes.*

**Answer.** With $\Omega = E_v + gq$, completing the square gives
$$V_e = E_v + \tfrac12k\left(q^2 + \frac{2g}{k}q\right) = E_v - \frac{g^2}{2k} + \tfrac12k\left(q + \frac gk\right)^2,$$
$$d = -\frac gk,\qquad \lambda = \frac{g^2}{2k} = \tfrac12kd^2 .$$
A positive gradient means that the excited energy falls as the bond shortens, so $d < 0$. At the excited minimum the ground curve has risen by $V_g(d) = \tfrac12kd^2 = \lambda$, and the vertical emission energy is $(E_v - \lambda) - \lambda = E_v - 2\lambda$. Linearity of $\Omega$ means $V_e'' = V_g'' = k$. The gradient is a slope at one point and carries no curvature; $d$ and $\lambda$ follow from it through this borrowed ground-state curvature, which is the content of the vertical-gradient (VG) model.

## (c) Huang–Rhys factor and progression

*For the model of (b), derive the line positions, the weights $F_n = |\langle n_e|0_g\rangle|^2$, and the mean and variance of the band. Treat emission from $|0_e\rangle$ as well.*

**Answer.** Define $a = \sqrt{\mu\omega/2}\,q + ip/\sqrt{2\mu\omega}$. From $[q,p] = i$,
$$[a,a^\dagger] = -\tfrac i2[q,p] + \tfrac i2[p,q] = 1,\qquad a^\dagger a = \frac{\mu\omega q^2}{2} + \frac{p^2}{2\mu\omega} + \tfrac i2[q,p],$$
so $H_g = p^2/2\mu + \tfrac12\mu\omega^2q^2 = \omega(a^\dagger a + \tfrac12)$ and $q = (a + a^\dagger)/\sqrt{2\mu\omega}$. Then
$$H_e = E_v + \omega\left(a^\dagger a + \tfrac12\right) + \omega\beta\,(a + a^\dagger),\qquad \beta = \frac{g}{\omega\sqrt{2\mu\omega}} .$$
The operator $b = a + \beta$ has $[b,b^\dagger] = 1$, since $\beta$ is a real number, and $b^\dagger b = a^\dagger a + \beta(a + a^\dagger) + \beta^2$. Hence
$$H_e = E_v - \omega\beta^2 + \omega\left(b^\dagger b + \tfrac12\right),\qquad \omega\beta^2 = \frac{g^2}{2\mu\omega^2} = \lambda .$$
The Huang–Rhys factor is
$$S = \beta^2 = \frac{g^2}{2\mu\omega^3} = \frac\lambda\omega = \tfrac12\mu\omega d^2,$$
where the last form follows from $d^2 = g^2/\mu^2\omega^4$. Subtracting the initial energy $\omega/2$ from the levels of $H_e$ puts the lines at $E_v - \lambda + n\omega$.

From $a|0_g\rangle = 0$ follows $b|0_g\rangle = \beta|0_g\rangle$. The adjoint of $b^\dagger|n_e\rangle = \sqrt{n+1}\,|(n+1)_e\rangle$ is $\langle n_e|b = \sqrt{n+1}\,\langle(n+1)_e|$. With $c_n = \langle n_e|0_g\rangle$, evaluating $\langle n_e|b|0_g\rangle$ both ways gives $\sqrt{n+1}\,c_{n+1} = \beta c_n$, so $c_n = c_0\beta^n/\sqrt{n!}$. Completeness of the excited levels requires $1 = \sum_n|c_n|^2 = |c_0|^2e^S$, and
$$F_n = e^{-S}\frac{S^n}{n!}.$$
The weights depend on $g^2$: in this model the band does not reveal whether the bond lengthens or shortens. Because $F_{n+1}/F_n = S/(n+1)$, the 0–0 line is the strongest for $S < 1$, and it carries all the weight as $S \to 0$.

Shifting the summation index gives $\sum nF_n = S$ and $\sum n(n-1)F_n = S^2$, so the variance of $n$ is $S^2 + S - S^2 = S$. The mean energy is $E_v - \lambda + S\omega = E_v$, and
$$\sigma^2 = S\omega^2 = \frac{g^2}{2\mu\omega}.$$
For emission, $b|0_e\rangle = 0$ gives $a|0_e\rangle = -\beta|0_e\rangle$. The same recurrence with $-\beta$ yields the same $F_n$, at $E_v - \lambda - n\omega$, with mean $E_v - 2\lambda$.

## (d) Unequal curvatures

*Show that the first two moments of the band are ground-state averages of $\Omega(q)$ for arbitrary curves. Evaluate them for harmonic $V_g$ and $\Omega = E_v + gq + \tfrac12\Delta k\,q^2$, and find the new displacement $d'$, reorganization energy $\lambda'$ and 0–0 line.*

**Answer.** Let $H_g|0_g\rangle = E_0|0_g\rangle$. Since $H_e = H_g + \Omega(q)$, $(H_e - E_0)|0_g\rangle = \Omega|0_g\rangle$. Inserting the complete set of eigenstates of $H_e$ (continuum included),
$$\sum_nF_n(E_n - E_0) = \langle0_g|H_e - E_0|0_g\rangle = \langle\Omega\rangle,$$
$$\sum_nF_n(E_n - E_0)^2 = \|(H_e - E_0)|0_g\rangle\|^2 = \langle\Omega^2\rangle .$$
For the harmonic ground state put $s^2 = 1/(2\mu\omega)$. From $(a + a^\dagger)^2|0\rangle = |0\rangle + \sqrt2|2\rangle$ come $\langle q^2\rangle = s^2$ (overlap with $|0\rangle$) and $\langle q^4\rangle = 3s^4$ (squared norm); odd moments vanish by parity. The mean is $E_v + \tfrac12\Delta k\,s^2 = E_v + \Delta k/(4\mu\omega)$. In the variance of $gq + \tfrac12\Delta k\,q^2$ the cross term is proportional to $\langle q^3\rangle - \langle q\rangle\langle q^2\rangle = 0$, which leaves
$$\sigma^2 = g^2s^2 + \tfrac14\Delta k^2(3 - 1)s^4 = \frac{g^2}{2\mu\omega} + \frac{\Delta k^2}{8\mu^2\omega^2}.$$

With $k' = k + \Delta k = \mu\omega'^2 > 0$, the algebra of (b) gives $d' = -g/k'$ and $\lambda' = g^2/2k'$, and the zero-point energies no longer cancel: $E_{00} = E_v - \lambda' + \tfrac12(\omega' - \omega)$. The three forms of $S$ separate: $g^2/2\mu\omega^3 = S$, $\lambda'/\omega = S\,k/k'$ and $\tfrac12\mu\omega d'^2 = S\,(k/k')^2$. The last two shift at first order in $\Delta k$ while the variance shifts at second order, so for a harmonic ground state and small $\Delta k$ the gradient fixes the width better than the displacement.

For the 0–0 weight let $\alpha = \mu\omega$ and $\alpha' = \mu\omega'$. The two ground functions are Gaussians with prefactors $(\alpha/\pi)^{1/4}$ and $(\alpha'/\pi)^{1/4}$, and the exponent of their product is $-\tfrac12$ times
$$\alpha q^2 + \alpha'(q - d')^2 = (\alpha + \alpha')\left(q - \frac{\alpha'd'}{\alpha + \alpha'}\right)^2 + \frac{\alpha\alpha'd'^2}{\alpha + \alpha'},$$
the constant being $\alpha'd'^2 - \alpha'^2d'^2/(\alpha + \alpha')$. The Gaussian integrates to $\sqrt{2\pi/(\alpha + \alpha')}$. Squaring the overlap,
$$F_0 = \frac{2\sqrt{\omega\omega'}}{\omega + \omega'}\exp\left[-\mu d'^2\frac{\omega\omega'}{\omega + \omega'}\right],$$
which returns $e^{-S}$ at $\omega' = \omega$.

## (e) Anharmonic excited curve

*Write $V_e = E_v + gq + \tfrac12k_eq^2 + \tfrac16cq^3 + \dots$ with $k_e = V_e''(R_0) > 0$ and $c = V_e'''(R_0)$. Find the leading corrections to $d$ and $\lambda$, and identify the curvature for which $k$ stands in.*

**Answer.** The condition $V_e'(d) = 0$ reads $d = -g/k_e - cd^2/2k_e + \dots$ Inserting $d_0 = -g/k_e$ on the right, and defining $\epsilon = cg/k_e^2$,
$$d = -\frac g{k_e} - \frac{cg^2}{2k_e^3} + O(g^3) = -\frac g{k_e}\left(1 + \frac\epsilon2\right) + O(g^3).$$
For the energy put $d = d_0 + \delta$ with $\delta = O(g^2)$. Because $g + k_ed_0 = 0$, the quadratic part is $gd + \tfrac12k_ed^2 = -g^2/2k_e + \tfrac12k_e\delta^2$, where the last term is $O(g^4)$. The cubic part is $\tfrac16cd_0^3 + O(g^4) = -cg^3/6k_e^3 + O(g^4)$. Therefore
$$\lambda = \frac{g^2}{2k_e} + \frac{cg^3}{6k_e^3} + O(g^4) = \frac{g^2}{2k_e}\left(1 + \frac\epsilon3\right) + O(g^4).$$
To first order in $\epsilon$, $d$ behaves as if the curvature were $k_e(1 - \epsilon/2)$ and $\lambda$ as if it were $k_e(1 - \epsilon/3)$; no single curvature reproduces both when $\epsilon \ne 0$. For $d$ there is a closed statement. Since $g = V_e'(0) - V_e'(d) = \int_d^0V_e''\,dq$, the secant curvature $-g/d$ is the average of $V_e''$ between the two minima, and the VG displacement is correct when $k$ equals this average. In the purely cubic model the equation $g + k_ed + \tfrac12cd^2 = 0$ has discriminant $k_e^2(1 - 2\epsilon)$, so for $\epsilon > \tfrac12$ there is no minimum, although (b) still predicts one.

## (f) The second $^1\Pi_u$ root of $^{35}$Cl$_2$

*TDA-PBE0 calculations (6-31G\* basis plus one diffuse sp shell of exponent 0.025 bohr$^{-2}$ on each atom; 75 radial and up to 194 angular grid points per atom) give the ground energy relative to the lowest point and the two lowest $^1\Pi_u$ roots, all in $E_h$:*

| $R$/Å | ground | $\Omega_2$ | $\Omega_1$ |
|---|---|---|---|
| 1.74 | 0.042277 | 0.302677 | 0.203304 |
| 1.82 | 0.017968 | 0.308274 | 0.181166 |
| 1.90 | 0.005034 | 0.314323 | 0.158998 |
| 1.98 | 0.000000 | 0.320088 | 0.138120 |
| 2.05 | 0.000100 | 0.324688 | 0.121386 |
| 2.13 | 0.003728 | 0.329355 | 0.104212 |
| 2.22 | 0.010749 | 0.333813 | 0.087370 |

*A sixth-degree polynomial in $1 - \bar R/R$ through these points, with the energies taken before rounding ($\bar R$ is the mean distance), gives $R_0 = 3.80208$ bohr $= 2.0120$ Å and $k = 0.20009\ E_h/\text{bohr}^2$. At $R_0$ the second root has $E_v = 8.7687$ eV, and the analytic gradients are $0.034789$ (excited) and $-0.000089\ E_h/$bohr (ground). Take $\mu = 31872.2$. Compute the VG predictions for the second root and say why the first is unsuitable.*

**Answer.** The ground gradient at $R_0$ should vanish. The analytic gradients omit the derivative of the grid weights, and the difference removes the ground-state share of that omission: $g = 0.034789 + 0.000089 = 0.034878\ E_h$/bohr. The slope of the interpolated $\Omega_2$ is $0.034942\ E_h$/bohr, so the third figure of $g$ is about the limit of significance; more digits are carried below so that the arithmetic can be followed. Summing $X_{ia}^2$ over the highest occupied pair shows that at least 0.978 of the root is a $\pi_g$ hole throughout the scan, but the hole alone does not fix the sign of $g$, which depends also on the orbital that receives the electron; at $R_0$, 0.98 of the root goes into one diffuse virtual orbital, and $E_v$ lies only 0.09 eV below the Kohn–Sham threshold $-\varepsilon_{\rm HOMO} = 8.86$ eV. The root is thus Rydberg-like and described by a single diffuse shell; it is not converged with the basis. A second diffuse sp shell (exponent 0.008 bohr$^{-2}$) lowers the root by about 0.27 eV, to some 0.37 eV below the threshold, and raises its slope near $R_0$ from 0.035 to 0.041 $E_h$/bohr, which at unchanged $k$ raises $\lambda$ and $S$ by about 40 %. The basis dependence of $R_0$ and $k$ is not examined. The root serves here only as a pair of smooth curves on which to test the model. Then
$$\omega = \sqrt{0.20009/31872.2} = 0.0025056\ E_h = 549.9\ \text{cm}^{-1},$$
$$d = -0.034878/0.20009 = -0.17431\ \text{bohr} = -0.092\ \text{Å},$$
$$\lambda = 0.034878^2/(2\times0.20009) = 0.003040\ E_h = 0.0827\ \text{eV},$$
$$S = 0.003040/0.0025056 = 1.213,\qquad \sigma = \sqrt{1.213}\times549.9 = 606\ \text{cm}^{-1},$$
with $E_{00} = 8.7687 - 0.0827 = 8.6860$ eV and $2\lambda = 0.165$ eV. These energies belong to the stated level of theory and are not predictions of measured line positions. For the first root, the sum of the ground column and $\Omega_1$ falls from each row to the next, so the scan brackets no minimum and the formulas of (b) have nothing to be compared with. The moment identities of (d) still hold for it.

## (g) Comparison with explicit optimisation

*The excited interpolant has its minimum at $R^* = 3.64550$ bohr with $\omega^* = 650.0$ cm$^{-1}$ and curvature $0.27954$; at $R_0$ it has $k_e = 0.17379$ and $c = -0.5513$ (atomic units; a different interpolation variable through the same points moves $k_e$ by about 0.0002 and $c$ by about 0.001). Energies recomputed at $R_0$ and $R^*$ give $\lambda_e = V_e(R_0) - V_e(R^*) = 0.002946\ E_h$ and $\lambda_g = V_g(R^*) = 0.0768$ eV. Diagonalising both vibrational Hamiltonians in a sinc discrete-variable representation (DVR), on a range slightly wider than the scan, gives the columns marked DVR below, $E_{00} = 8.6947$ eV, $\sigma = 603$ cm$^{-1}$, a mean 45 cm$^{-1}$ above $E_v$, and $\langle q\rangle = 0.00826$ bohr. Assess the VG model.*

**Answer.** The optimised displacement is $R^* - R_0 = -0.15657$ bohr ($-0.083$ Å) and $\lambda_e = 0.0802$ eV. Relative to these, VG is too large by factors of 1.113 in $d$ and 1.032 in $\lambda$. The secant curvature is $0.034878/0.15657 = 0.2228$, between the end values 0.1738 and 0.2795; $k = 0.2001$ lies below it, which by (e) is the whole error in $d$.

Using the excited state's own curvature at $R_0$ is worse: $-g/k_e = -0.2007$ bohr and $g^2/2k_e = 0.003500\ E_h$. The cubic correction overshoots, to $-0.1368$ bohr and $0.002757\ E_h$, because $\epsilon = -0.5513\times0.034878/0.17379^2 = -0.637$ is not small. Its direction is informative: for $\epsilon < 0$ the effective curvature for $\lambda$, $k_e(1 + |\epsilon|/3)$, is lower than that for $d$, hence nearer to $k$ when $k$ lies below both, as here. At this $\epsilon$ the argument is qualitative. The good $\lambda$ reflects a partial cancellation between the softer curvature at $R_0$ and the stiffening on contraction in this state, and it need not carry over to states with other $k_e$ and $c$.

The candidates for $S$ differ: 1.213 from the gradient, $\lambda_e/\omega = 1.176$, $\lambda_e/\omega^* = 0.995$, and $\tfrac12\mu\omega d^2 = 0.979$ with the optimised $d$. The vertical gap $\Omega(R_0) - \Omega(R^*) = \lambda_e + \lambda_g$, which follows from $\Omega(R^*) = (E_v - \lambda_e) - \lambda_g$, is 0.157 eV against $2\lambda = 0.165$ eV.

| $n$ | $F_n$, $S = 1.213$ | $F_n$, $S = 0.979$ | $F_n$, DVR | $n\omega$/cm$^{-1}$ | DVR/cm$^{-1}$ |
|---|---|---|---|---|---|
| 0 | 0.297 | 0.376 | 0.346 | 0 | 0 |
| 1 | 0.361 | 0.368 | 0.390 | 550 | 644 |
| 2 | 0.219 | 0.180 | 0.195 | 1100 | 1283 |
| 3 | 0.088 | 0.059 | 0.057 | 1650 | 1916 |
| 4 | 0.027 | 0.014 | 0.011 | 2200 | 2543 |

The last two columns are positions above the 0–0 line. VG places the maximum correctly at $n = 1$ but overweights the tail and spaces the lines by the ground frequency. The Poisson law built on the optimised $d$ puts the maximum at $n = 0$, contrary to the DVR. The harmonic formula of (d), taken with the optimised $d$ and with $\omega' = \omega^*$, the frequency at the excited minimum, also lowers $F_0$ (it says nothing about $F_1$): its exponent equals $\tfrac12\mu\omega d^2\cdot2\omega'/(\omega + \omega')$ and its prefactor is below one, so for $\omega' > \omega$ it gives $F_0 < e^{-0.979}$; its value is 0.345 against the DVR value 0.346. The closeness rests on a cancellation of the two anharmonicities: with only the ground curve anharmonic $F_0$ is 0.305, with only the excited curve anharmonic it is 0.388, and two harmonic curves give $F_1 = 0.335$, below $F_0$, so they do not reproduce the maximum at $n = 1$. The 0–0 position follows from the harmonic expression in (d) with $\lambda' = \lambda_e$ and $\omega' = \omega^*$: $\tfrac12(650.0 - 549.9)$ cm$^{-1}$ is 0.0062 eV, and $8.7687 - 0.0802 + 0.0062 = 8.6947$ eV.

For the mean, $\langle\Omega\rangle \approx E_v + g\langle q\rangle + \Delta k/(4\mu\omega)$ to second order in $q$, with $\Delta k = k_e - k = -0.02630$ and the harmonic $\langle q^2\rangle$. The anharmonic ground state has $\langle q\rangle \neq 0$; the two terms are $+63$ and $-18$ cm$^{-1}$, summing to the DVR value of 45 cm$^{-1}$. VG gives the width more accurately than $d$ or $\lambda$: the DVR width is 0.995 of the VG value (about 0.2 % less if $g$ is taken as the interpolant slope, which is the slope the DVR curves carry), a narrower spread in $n$ offsetting the wider spacing. The $\Delta k^2$ term of (d) is positive and cannot produce this slight narrowing; it comes mainly from the cross term $g\,\Delta k\,(\langle q^3\rangle - \langle q\rangle\langle q^2\rangle)$, which vanished in (d) by parity but survives in the anharmonic ground state and is negative here because $g\,\Delta k < 0$ while the bracket is positive. With $v$ the variance and $\kappa_3$ the third central moment of $q$, the bracket equals $\kappa_3 + 2\langle q\rangle v$. About three quarters of it is the second term, which comes from the outward shift of the mean bond length; the rest is the skew of the density towards long bonds. With the interpolant slope for $g$ and the ground-state density of the computed $V_g$, the variance in units of $g^2/2\mu\omega$ is 1.007 for $\Omega$ truncated at the linear term, 0.992 at the quadratic term and 0.987 for the full $\Omega$. All weights rest on the Condon assumption, for which the TDA transition dipole per component, $\sqrt2\,|\sum X_{ia}\langle i|\mathbf r|a\rangle|$, is a gauge: 0.466 at $R_0$ and 0.458 $e\,$bohr at $R^*$.
